\section*{Thickness profile of electroless metal in a blind cylindrical via}

\section{Why the mouth thickness is not enough}

If the plating time for a blind via is set from the film thickness at its mouth, the wall near the floor can come out much too thin. Metal ions are used up on the way down, so the lower wall plates more slowly. While the film is thin compared with the via radius, plating longer thickens it everywhere but leaves the ratio of bottom to top nearly unchanged. A limit on aspect ratio does not cure this, because two vias of equal aspect ratio and different radius have different coverage. What is needed is the thickness as a function of depth, and the combination of radius, depth, diffusion and wall kinetics that controls it.

\section{Model and cross-section balance}

The via has radius $R$ and depth $L$. The coordinate $z$ runs from the mouth, $z=0$, to the floor, $z=L$, and $r$ is the distance from the axis. Metal ions have concentration $c$ and diffusion coefficient $D$. The wall reaction is first order: it removes ions at the molar flux $kc$, where $k$ is a velocity. The mouth is held at $c_0$, and the floor takes no metal. Reductant and supporting electrolyte are in excess, the liquid in the via is at rest and free of gas, and the wall is equally catalytic everywhere. The film is thin compared with $R$, and the concentration is taken as steady during growth. The equations hold in any consistent units, atomic units included.

Let $\bar c(z)$ be the average of $c$ over the cross-section and $c_w(z)$ its value at the wall. A slice of thickness $dz$ exchanges ions by diffusion through its two faces and loses them at its rim:
\begin{equation}
-\pi R^2D\,\bar c'(z)+\pi R^2D\,\bar c'(z+dz)-2\pi R\,dz\,k c_w=0 .
\end{equation}
Division by $\pi R^2dz$ gives
\begin{equation}
D\,\bar c''=\frac{2k}{R}\,c_w . \label{balance}
\end{equation}
The factor $2/R$ is the wall area per unit volume of a cylinder.

To close the equation, $c_w$ must be related to $\bar c$. When diffusion across the section is fast compared with the wall reaction, $kR/D\ll1$, the concentration is nearly uniform over each section. Away from the ends, $\partial^2c/\partial z^2$ then hardly varies across the section and may be replaced by $\bar c''$. Laplace's equation then reads
\begin{equation}
\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right)=-\frac{2k}{DR}c_w .
\end{equation}
Multiply by $r$ and integrate from the axis, where $r\,\partial c/\partial r=0$. This gives $\partial c/\partial r=-kc_wr/(DR)$, which meets the wall condition $-D\,\partial c/\partial r=kc_w$ at $r=R$. A second integration, inward from the wall, gives
\begin{equation}
c=c_w\left[1+\frac{\mathrm{Bi}}2\left(1-\frac{r^2}{R^2}\right)\right],
\qquad \mathrm{Bi}=\frac{kR}{D}.
\end{equation}
The area average of $1-r^2/R^2$ is $1/2$, so $\bar c=c_w(1+\mathrm{Bi}/4)$. For $\mathrm{Bi}\ll1$ the two concentrations may be identified, and both are written $c$ from here on.

\section{Profile and Thiele modulus}

Equation \eqref{balance} becomes
\begin{equation}
c''=\frac{c}{\Lambda^2},\qquad \Lambda=\sqrt{\frac{DR}{2k}} ,
\end{equation}
where $\Lambda$ is the decay length of the concentration in a very deep via. With distance measured from the floor, the general solution is
\begin{equation}
c=A\cosh\frac{L-z}{\Lambda}+B\sinh\frac{L-z}{\Lambda}. \label{general}
\end{equation}
Differentiation gives $c'(L)=-B/\Lambda$. An inert floor passes no flux, so $B=0$. The mouth condition $c(0)=c_0$ gives $A=c_0/\cosh(L/\Lambda)$. Hence
\begin{equation}
\frac{c(z)}{c_0}=\frac{\cosh[\phi(1-z/L)]}{\cosh\phi},\qquad
\phi=\frac L\Lambda=L\sqrt{\frac{2k}{DR}} .
\end{equation}

Let $V$ be the molar volume of the metal. A molar flux $kc$ thickens the film at the speed $Vkc$. With $c$ steady, integration over the plating time $t$ gives
\begin{equation}
h(z,t)=Vkc_0t\,\frac{\cosh[\phi(1-z/L)]}{\cosh\phi}. \label{thickness}
\end{equation}
Step coverage is defined here as the wall thickness at the floor end divided by that at the mouth:
\begin{equation}
S=\frac{h(L)}{h(0)}=\frac1{\cosh\phi}. \label{coverage}
\end{equation}

The number $\phi$ is the Thiele modulus. Its square compares what the wall could consume at concentration $c_0$ with what diffusion could carry over the full depth:
\begin{equation}
\phi^2=\frac{2\pi RL\,kc_0}{\pi R^2Dc_0/L}=\frac{2kL^2}{DR}.
\end{equation}
The concentration cancels because supply and demand are both linear in it. Within this model a richer bath or a longer time raises the thickness but not the coverage.

\section{Limits and scaling}

For a shallow via $\cosh\phi\approx1+\phi^2/2$, and for a deep one $\cosh\phi\approx e^\phi/2$. Therefore
\begin{equation}
S\approx1-\frac{\phi^2}{2}\quad(\phi\ll1),\qquad
S\approx2e^{-\phi}\quad(\phi\gg1).
\end{equation}
The mean wall thickness relative to the mouth is
\begin{equation}
\frac{\langle h\rangle}{h(0)}=\int_0^1\frac{\cosh[\phi(1-x)]}{\cosh\phi}\,dx=\frac{\tanh\phi}{\phi}.
\end{equation}
The total metal volume, $2\pi RL\langle h\rangle=2\pi R\Lambda h(0)\tanh\phi$, saturates once $L$ exceeds a few $\Lambda$. Further depth adds wall area but almost no metal.

Inverting \eqref{coverage} gives the greatest depth that meets a required coverage:
\begin{equation}
L_S=\Lambda\,\operatorname{arcosh}\frac1S . \label{design}
\end{equation}
In terms of aspect ratio,
\begin{equation}
\phi^2=2\,\mathrm{Bi}\left(\frac LR\right)^2 .
\end{equation}
At fixed $k$, $D$ and $L/R$, therefore, $\phi\propto\sqrt R$, and the smaller via is coated more evenly.

\section{Worked example: a seed layer in a silicon via}

Consider an oxide-lined, catalysed via in silicon with $R=5\,\mu$m and $L=50\,\mu$m, plated with a model metal. The inputs are round: $D=500\,\mu$m$^2$/s, $k=1\,\mu$m/s, $c_0=5$ mol/m$^3$, $V=7$ cm$^3$/mol and $t=1800$ s. Then
\begin{align}
\mathrm{Bi}&=\frac{1\times5}{500}=0.01,\\
\Lambda&=\sqrt{\frac{500\times5}{2\times1}}\,\mu\mathrm m=35.4\,\mu\mathrm m,\\
\phi&=\frac{50}{35.4}=1.41,\qquad S=\frac1{\cosh\phi}=0.459 .
\end{align}
The product $Vc_0=7\times10^{-6}\times5=3.5\times10^{-5}$ is dimensionless, so
\begin{equation}
h(0)=3.5\times10^{-5}\times1\,\mu\mathrm{m/s}\times1800\,\mathrm s=63\,\mathrm{nm}.
\end{equation}
At one quarter, one half and three quarters of the depth the film is 46.8, 36.5 and 30.8 nm thick, and at the floor end 28.9 nm. The two end values are 630 and 289 angstrom. Nearly half of the total fall occurs in the first quarter of the depth; the profile is flat at the floor because no flux passes through it.

For $S=0.9$, equation \eqref{design} allows a depth of $16.5\,\mu$m at this radius. Halving both $R$ and $L$ of the original via, with $k$ and $D$ fixed, lowers $\phi$ to 1.00 and raises $S$ to 0.648.

The averaging over the section was tested against a two-dimensional solution in $r$ and $z$. For the example, the wall concentration departs from the cosh law by at most $0.0021\,c_0$. With $\phi$ held fixed and $L/R$ adjusted to suit, the largest departure falls from $0.0088\,c_0$ at $\mathrm{Bi}=0.05$ to $0.0011\,c_0$ at $\mathrm{Bi}=0.005$, roughly in proportion to $\mathrm{Bi}$.

\section{When the floor may be neglected}

If the floor plates with the same $k$, its condition is $-Dc'(L)=kc(L)$. From \eqref{general}, $c'(L)=-B/\Lambda$ and $c(L)=A$, so $B=\beta A$ with
\begin{equation}
\beta=\frac{k\Lambda}{D}=\frac{R}{2\Lambda}=\sqrt{\frac{\mathrm{Bi}}2}.
\end{equation}
The second form uses $k/D=R/(2\Lambda^2)$. The mouth condition now gives $c_0=A(\cosh\phi+\beta\sinh\phi)$, and
\begin{equation}
S_{\rm floor}=\frac{1}{\cosh\phi+\beta\sinh\phi}
=\frac{S}{1+\beta\tanh\phi}.
\end{equation}
Neglecting the floor requires $\beta\tanh\phi\ll1$. In a deep via this relative error tends to $\sqrt{\mathrm{Bi}/2}$. The radial correction lengthens $\Lambda$ by the factor $\sqrt{1+\mathrm{Bi}/4}$, so its relative effect on $S$ is about $\mathrm{Bi}(\phi/8-1/4)$ and grows with depth. The floor error is the larger of the two as long as $L/R$ stays below roughly $4/\mathrm{Bi}$. In the example $\beta\tanh\phi=0.0707\times0.888=0.063$, and the coverage falls from 0.459 to 0.432. The two-dimensional solution with a reactive floor also gives 0.432.

\section{Other effects, sized for the example}

\paragraph{Reaction order.} If the rate varies as $c^{1/2}$, with the mouth rate held fixed, the computed coverage is 0.583 instead of 0.459. This is the largest change among the coverages computed in this section. The order should be measured before the formula is used for design.

\paragraph{Reductant.} Let the rate also be proportional to the local reductant concentration, with reductant consumed where metal deposits, and let $u$ and $v$ be the ion and reductant concentrations divided by their mouth values. Then $u''=\phi^2uv$ and $v''=\gamma\phi^2uv$. Here $\gamma=\nu Dc_0/(D_rc_r)$, where $\nu$ reductant molecules are used per ion, and $D_r$ and $c_r$ are the reductant's diffusion coefficient and mouth concentration. Subtraction gives $(v-\gamma u)''=0$. The slope of $v-\gamma u$ vanishes at the floor and its mouth value is $1-\gamma$, so $v=1-\gamma(1-u)$. With $\nu=2$, $D_r=1000\,\mu$m$^2$/s and $c_r=50$ mol/m$^3$, $\gamma=0.1$ and the coverage is 0.447.

\paragraph{Time dependence.} Starting with the via full of fresh bath adds 0.022 nm at the floor end. Following the narrowing of the via by the film lowers the coverage by about 0.002. Both are negligible here; narrowing would matter for a film that fills much of the radius.

\paragraph{Bath outside the mouth.} The value $c_0$ belongs to the mouth, not to the tank. The flux density entering the via is $q=-Dc'(0)=(Dc_0/L)\phi\tanh\phi$. A point sink of strength $Q$ on an inert plane lowers the concentration at distance $s$ by $Q/(2\pi Ds)$. Summed over a disc of uniform flux, the drop at its centre is
\begin{equation}
\int_0^R\frac{q}{2\pi Ds}\,2\pi s\,ds=\frac{qR}{D}
=c_0\frac RL\,\phi\tanh\phi=0.126\,c_0 .
\end{equation}
If the outer wafer face plates with the same $k$ through a diffusion layer of $100\,\mu$m, a further relative drop of $1\times100/500=0.2$ arises. Together these give a tank concentration of roughly $5\times1.126\times1.2\approx6.8$ mol/m$^3$. This is somewhat high, because the drop is taken at the centre of the mouth, where it is largest. Using the tank value as $c_0$ would overstate every thickness by roughly a third, but would not change the calculated $S$, which does not contain $c_0$. The mouth is not uniform, however: $c_0$ is best read as the mean over the mouth, and the rim is richer than the mean. In the example the coverage measured against the wall at the rim is about 0.45, and against the outer face about 0.42, so the reference point must be stated. These figures are for an isolated via; neighbours deplete the bath further.

\paragraph{Stirring.} Flow past the wafer can renew liquid near the mouth. If the outermost $5\,\mu$m stayed at $c_0$, the effective depth would be $45\,\mu$m and the coverage 0.519. This is an assumed case, not a flow calculation.

\paragraph{Temperature.} Since $\phi\propto\sqrt{k/D}$, activation energies $E_k$ and $E_D$ give
\begin{equation}
\frac1\phi\frac{d\phi}{dT}=\frac{E_k-E_D}{2k_BT^2}.
\end{equation}
For rough values of 0.60 and 0.18 eV at 330 K this is 2.2\% per kelvin, so bath temperature must be controlled. Reaction heat has a negligible effect on the evenness of the wall temperature: with the heat flux of a flat plating face at 2 eV per ion, the estimated temperature difference across $50\,\mu$m of silicon is below $10^{-6}$ K.

\section{Comparison with real baths}

The via dimensions are roughly typical of through-silicon vias. The bath is not typical: production electroless baths often hold some tens of mol/m$^3$ of metal, and the example's 2.1 nm per minute is slow. For an isolated via, with one molecule released per deposited atom, no hydrogen in the tank and a hydrogen diffusion layer of about $250\,\mu$m, the estimated hydrogen concentration at the floor is 0.55 of a rough solubility at one atmosphere. The margin is small: a tank already about half saturated, or two molecules per atom, would bring the floor to saturation. The estimate scales with $c_0$, so a bath ten times richer would be well supersaturated, and bubbles could block the via. At unchanged reductant concentration $\gamma$ would also rise tenfold, to 1, and the excess-reductant assumption would fail. Real baths also commonly depart from first-order kinetics; the half-order case above shows that this can move the coverage by about a quarter of its value.

\section{Using the result}

Obtain $k$ from the growth rate on a flat sample divided by $V$ and the ion concentration at its surface. This assumes that the rate is set by local concentrations. Once an electroless film is continuous it shares one mixed potential, oxidation and deposition can occur at different places, and the $k$ and order found on a flat sample need not hold inside the via. Compute $\phi$, then check $\mathrm{Bi}$, $\beta\tanh\phi$ and $\gamma$. Any single measured coverage between 0 and 1 can be fitted by some $\phi$, so it does not test the model. The thickness at half depth gives a further check. From $\cosh^2(\phi/2)=(1+\cosh\phi)/2$ and $\cosh\phi=1/S$,
\begin{equation}
\frac{h(L/2)}{h(0)}=S\sqrt{\frac{1+1/S}{2}}=\sqrt{\frac{S(1+S)}2}.
\end{equation}
For $S=0.459$ this gives 0.579, in agreement with $36.5/63$. A measured section that misses this relation by clearly more than the measurement uncertainty and the small error of the model itself shows that at least one assumption has failed. Agreement is weaker evidence. With half-order kinetics in the example, the ratio at half depth is 0.701, while the relation predicts 0.680 from the coverage of 0.583. The difference is only about 1.3 nm of film, so the reaction order still has to be measured separately. The numerical output lists the remaining inputs and estimates.

\section*{Computed results}
\begin{verbatim}
Via radius: 5 um
Via depth: 50 um
Ion diffusion coefficient: 500 um2/s
Wall rate constant: 1 um/s
Mouth ion concentration: 5 mol/m3
Metal molar volume: 7 cm3/mol
Plating time: 1800 s
Radial number Bi: 0.01
Decay length: 35.36 um
Thiele modulus: 1.414
Step coverage: 0.4591
Mean/mouth thickness: 0.6282
Thickness at z/L=0: 63 nm
Thickness at z/L=0.25: 46.78 nm
Thickness at z/L=0.5: 36.46 nm
Thickness at z/L=0.75: 30.75 nm
Thickness at z/L=1: 28.92 nm
Mouth thickness: 630 angstrom
Floor-end thickness: 289.2 angstrom
Depth for coverage 0.9: 16.52 um
Half-size via: Thiele modulus: 1
Half-size via: coverage: 0.6481
2D max deviation, fraction of c0: 0.0021
2D deviation at Bi=0.05: 0.0088
2D deviation at Bi=0.005: 0.0011
Coverage with floor deposition: 0.432
Same, 2D solution: 0.4316
Reductant mouth concentration: 50 mol/m3
Reductant diffusion coefficient: 1000 um2/s
Reductant molecules per ion: 2
Reductant demand gamma: 0.1
Coverage with reductant loss: 0.4471
Coverage for half-order kinetics: 0.5833
Coverage with film narrowing: 0.4576
Start-up extra at floor end: 0.022 nm
Relative drop outside mouth: 0.126
Bath diffusion layer: 100 um
Relative drop across layer: 0.2
Bulk concentration needed: 6.75 mol/m3
Wafer shear rate: 10 1/s
Shear Peclet number: 0.5
Coverage, first radius stirred: 0.5194
Hydrogen diffusion coefficient: 8000 um2/s
Hydrogen solubility, 1 atm: 0.7 mol/m3
Hydrogen at floor: 0.39 mol/m3
Hydrogen/solubility: 0.55
Bath temperature: 330 K
Rate activation energy: 0.6 eV
Diffusion activation energy: 0.18 eV
Change of Thiele modulus: 2.2 % per K
Reaction heat per ion: 2 eV
Silicon thermal conductivity: 130 W/(m K)
Self-heating across silicon: 3.7e-07 K
\end{verbatim}
